# How Many Electrons Does It Take to Reverse a Magnet?

## A magnet of one thousand spins

Take a magnet made of 1000 aligned electron spins, all pointing down. Its spin angular momentum is $-500$ along the upward axis $z$, in units of $\hbar$. Reversing it means raising this to $+500$, a change of 1000. Send in electrons whose spins all point up. An electron that enters with $+\tfrac12$ and leaves with $-\tfrac12$ has handed over one unit, the most it can give. If the electrons are the sole source of angular momentum, at least 1000 of them are needed for the whole reversal.

If something else completes the reversal once the magnet has reached the horizontal plane, the electrons must supply just the first 500 units. If each electron then hands over half a unit on average instead of a whole one, the number is again 1000. This second account is the one derived below, as a lower bound, for a magnet whose only anisotropy is an easy axis along $z$.

The condition "sole source" matters. A magnet sits in a crystal and has a shape, and both can exert torques on it. Conservation of angular momentum gives a lower bound on the electron number when these torques do not help the magnet up to its barrier, and no such bound when they do.

## The estimate

The algebra uses atomic units, $\hbar=e=m_e=1$, with the Bohr magneton kept as the symbol $\mu_B$ (its value is $\tfrac12$). The magnet is a single domain of moment $m$ with $g=2$, so its spin is

$$S=\frac{m}{2\mu_B}.$$

The moment is antiparallel to the spin. This sign changes no count, and below the direction of the magnet means the unit vector $\mathbf s$ of its spin.

Let fractions $(1+\eta)/2$ and $(1-\eta)/2$ of the electrons arrive with spin up and down along $z$. The mean spin per electron is then $\eta/2$. If about this much is deposited per electron, bringing the magnet from $-z$ to the equator, a change $S$, takes

$$N_0=\frac{S}{\eta/2}=\frac{2S}{\eta}=\frac{m}{\eta\mu_B}.$$

Three points need a derivation: how much spin one electron delivers, why the equator is far enough, and which torques are allowed.

## What one electron delivers

Write $u=s_z$. Exchange between the electron and the magnet conserves their total spin. For $S\gg1$ the magnet hardly moves during one passage, so the electron's polarization turns about $\mathbf s$ by some angle $\phi$. The incoming polarization $\eta\hat{\mathbf z}$ has the part $\eta u\,\mathbf s$ along $\mathbf s$, which stays, and the part $\eta(\hat{\mathbf z}-u\mathbf s)$ across it, which turns. The outgoing polarization is

$$\mathbf p'=\eta\left[u\mathbf s+\cos\phi\,(\hat{\mathbf z}-u\mathbf s)+\sin\phi\,\mathbf s\times\hat{\mathbf z}\right].$$

The magnet gains what the electron loses, $\tfrac12(\eta\hat{\mathbf z}-\mathbf p')$. For the $z$ component we use $(\hat{\mathbf z}-u\mathbf s)_z=1-u^2$ and $(\mathbf s\times\hat{\mathbf z})_z=0$:

$$\Delta S_z=\frac{\eta}{2}\left[1-u^2-\cos\phi\,(1-u^2)\right]=\frac{\eta}{2}(1-u^2)(1-\cos\phi).$$

Electrons cross the layer at different angles and speeds. If their angles $\phi$ are spread over full turns, the cosine averages to zero and

$$\overline{\Delta S_z}=\frac{\eta}{2}(1-u^2)\le\frac{\eta}{2}.$$

This is the dephased case. If every electron could be made to turn by $\phi=\pi$, the delivery would double to $\eta(1-u^2)\le\eta$. Whether the phases are spread or controlled can thus change the delivery by a factor of two, and conservation alone does not decide between the two cases.

The classical treatment of $\mathbf s$ can be compared with a quantum one. Couple a spin $S$, prepared in a coherent state at 2 rad from $+z$, to one electron with $\eta=0.5$ through isotropic exchange, diagonalize the coupling numerically, and average over the phase. The mean transfer is 0.2197 for $S=10$ and 0.2103 for $S=40$. The classical value is $0.25\sin^2 2=0.2067$, and the difference shrinks roughly as $1/S$. With the phase held at a half-turn, $S=40$ gives 0.4206, about twice as much.

## The bound

Let the magnetic energy depend on $u$ alone, $E=K(1-u^2)$, with minima at $u=\pm1$ and a barrier $K$ at the equator. A spin of length $S$ precesses according to $S\,\dot{\mathbf s}=(\partial E/\partial\mathbf s)\times\mathbf s$. Here $\partial E/\partial\mathbf s=-2Ku\,\hat{\mathbf z}$, so

$$\dot{\mathbf s}=\omega u\,\mathbf s\times\hat{\mathbf z},\qquad \omega=\frac{2K}{S}.$$

This torque has no $z$ component. However fast the precession, it brings no angular momentum along $z$.

Damping does. In the Landau–Lifshitz form with parameter $\alpha$ it adds $\alpha\omega u(\hat{\mathbf z}-u\mathbf s)$ to $\dot{\mathbf s}$, whose $z$ component is $\alpha\omega u(1-u^2)$. It lowers the energy, since it contributes $-2Ku\cdot\alpha\omega u(1-u^2)\le0$ to $\dot E$.

Neglect reflection at the layer, since reflected electrons would deliver spin without adding to the transmitted charge, and take $\eta$ independent of the direction of the magnet. Real spin valves and tunnel junctions meet neither condition exactly: their torque per transmitted charge depends on the angle and is larger near antiparallel alignment, so their counts can lie below the dephased values derived here. With $I$ transmitted electrons per unit time, each meeting the layer once, the full budget along $z$ is

$$S\dot u=\frac{\eta I}{2}(1-u^2)+S\alpha\omega u(1-u^2).$$

Start at an angle $\theta_0$ from $-z$, so that $u=-c$ with $c=\cos\theta_0$. Until the equator is reached, $u<0$ and the damping term is negative or zero. Dropping it, and replacing $1-u^2$ by its largest value 1, can only raise the right-hand side. Integrating up to the first arrival at $u=0$ gives

$$Sc\le\frac{\eta}{2}\int I\,dt=\frac{\eta}{2}N
\quad\Longrightarrow\quad
N\ge N_0\cos\theta_0 .$$

With phase control the delivery is at most $\eta$ instead of $\eta/2$, and the floor is half as high. The pulse shape, $K$ and $\alpha$ have dropped out of the bound.

Without thermal agitation the equator is far enough, because with the current off $\dot u=\alpha\omega u(1-u^2)$, which has the sign of $u$. Damping returns the magnet to $-z$ from below the equator and carries it to $+z$ from above. In a numerical integration of the vector equation with $\alpha=0.01$, switching the current off at $u=-0.05$ led to $u=-1.0000$, and switching it off at $u=+0.05$ led to $u=+1.0000$. At a temperature $T$ the outcome is uncertain where the energy lies within about $k_BT$ of the barrier top, that is for $|u|\lesssim\sqrt{k_BT/K}$, which is 0.16 for $K=1$ eV at 300 K and so includes the two points just used. The second half of the angular momentum comes from the lattice. Were the electrons to supply it as well, going from $-c$ to $+c$ would require at least $2N_0c$.

## The actual count

**Without damping.** Set $\alpha=0$ and use $dN=I\,dt$ and $N_0=2S/\eta$. The budget becomes

$$\frac{du}{dN}=\frac{\eta}{2S}(1-u^2)=\frac{1-u^2}{N_0},$$

so that

$$\frac{N}{N_0}=\int_{-c}^{0}\frac{du}{1-u^2}=\operatorname{artanh}c=\frac12\ln\frac{1+c}{1-c}=\ln\cot\frac{\theta_0}{2}.$$

Time has disappeared, so any pulse of one sign gives the same count. The logarithm exceeds the bound because a nearly aligned magnet accepts little: each electron delivers a fraction $1-u^2=\sin^2\theta_0$ of its possible $\eta/2$ at the start. For $\theta_0\to0$ the count grows as $\ln(2/\theta_0)$. An exactly aligned classical magnet feels no torque at all, and a fluctuation has to start the motion.

**With damping.** Take a constant current and define $a=\eta I/(2S)$, so that $dN/N_0=a\,dt$ and

$$\dot u=(1-u^2)(a+\alpha\omega u).$$

At $u=-c$ the motion towards the equator begins if $a>\alpha\omega c$. For small $\theta_0$ this means $I>I_c$ with

$$I_c=\frac{2S\alpha\omega}{\eta}=\frac{4\alpha K}{\eta}.$$

Let $r=\alpha\omega/a=I_c/I$. Dividing $a\,dt$ by $du$ and substituting $v=-u$,

$$\frac{N}{N_0}=\int_{-c}^{0}\frac{du}{(1-u^2)(1+ru)}=\int_0^c\frac{dv}{(1-v^2)(1-rv)}.$$

For $r\ne1$ (at $r=1$ the final result is to be read as a limit, which is finite), split the integrand as $A/(1-v)+B/(1+v)+C/(1-rv)$. Multiplying by each denominator in turn and setting it to zero gives

$$A=\frac{1}{2(1-r)},\qquad B=\frac{1}{2(1+r)},\qquad C=\frac{1}{1-1/r^2}=-\frac{r^2}{1-r^2}.$$

The three integrals are $-A\ln(1-c)$, $B\ln(1+c)$ and $-(C/r)\ln(1-rc)$. Hence

$$\frac{N}{N_0}=-\frac{\ln(1-c)}{2(1-r)}+\frac{\ln(1+c)}{2(1+r)}+\frac{r\ln(1-rc)}{1-r^2}.$$

For large current, $r\to0$, the first two terms give back $\operatorname{artanh}c$. As the current falls to its threshold, $rc\to1$, the integrand diverges at the starting point and the count grows without limit. The electrons then mostly replace angular momentum that damping drains into the lattice. The bound still holds there, but it is no longer a useful estimate of the count.

## A disk with numbers

Consider a model disk of diameter 400 Å and thickness 10 Å with a moment density of $0.1\,\mu_B/\text{Å}^3$. Its volume is $\pi\cdot200^2\cdot10=1.257\times10^6\ \text{Å}^3$, so $m=1.257\times10^5\,\mu_B$. Full dephasing is assumed here. A real layer this thin may dephase the electrons only in part, and the delivery per electron can then lie above or below the dephased value. With $\eta=0.5$,

$$N_0=\frac{1.257\times10^5}{0.5}=2.51\times10^5 ,$$

a charge of 40 fC. Since $N_0$ is proportional to volume, the charge per area depends on the thickness but not on the diameter.

Let $K=1$ eV, $\alpha=0.01$ and $\theta_0=0.15$ rad, so $c=0.9888$. The critical current, given as the energy $\hbar I_c$ with $I_c$ an electron rate, is

$$\hbar I_c=\frac{4\cdot0.01\cdot1\ \text{eV}}{0.5}=0.08\ \text{eV},$$

which corresponds to 19.5 μA. At twice this current, $r=0.5$, and the three terms of the count are

$$\frac{N}{N_0}=4.489+0.229-0.455\approx4.26 .$$

That is $1.07\times10^6$ electrons. Dividing by the rate gives the time to the equator, $1.07\times10^6/(0.16\ \text{eV})=6.7\times10^6\ \hbar/\text{eV}$, or 4.4 ns. Integrating the full vector equation with a high-order Runge–Kutta method gives the same 4.26.

Without damping the formula gives 2.588. Numerical integration of a constant pulse, a modulated pulse and a linear ramp, with three different axial anisotropies, gives 2.588 each time.

The two requirements on the current can now be compared. A pulse of length $t$ must carry $N_0c$ electrons, so its mean current is at least $N_0c/t$. A constant current must also exceed $I_cc$ to overcome damping. These limits are equal at

$$t=\frac{N_0}{I_c}=\frac{2S/\eta}{2S\alpha\omega/\eta}=\frac{1}{\alpha\omega},$$

here $3.14\times10^6\ \hbar/\text{eV}$, or 2.1 ns. For much shorter pulses the charge sets the scale, and halving the pulse length doubles the minimum current. For much longer pulses damping sets it, and at zero temperature the minimum constant current stops falling. At finite temperature it keeps falling slowly, because fluctuations complete the climb: for this disk at 300 K the mean time to the equator is about 50 ns at $0.8I_c$ and about 1.4 μs at $0.6I_c$.

## When the lattice does the work

Now break the axial symmetry. Let the easy axis be $x$, let $z$ be a hard axis, and keep the electrons polarized along $z$:

$$E=K_du^2-K_us_x^2 .$$

The reversal to be made is from $s_x=1$ to $s_x=-1$. Neglect damping and apply a kick short enough that precession during it is negligible. The dephased torque lies in the plane of $\mathbf s$ and $\hat{\mathbf z}$, so $s_y$ stays zero. With $n$ the number of electrons in the kick divided by $N_0$, $du/dn=1-u^2$ gives

$$u=\tanh n,\qquad s_x=\sqrt{1-u^2}=\operatorname{sech}n .$$

After the kick $E$ is conserved. Suppose it is positive:

$$K_du^2-K_u(1-u^2)>0\quad\Longleftrightarrow\quad u^2>\frac{K_u}{K_u+K_d}.$$

Then $u$ cannot pass through zero, because $u=0$ would give $E\le0$. From $S\dot{\mathbf s}=(\partial E/\partial\mathbf s)\times\mathbf s$ with $\partial E/\partial\mathbf s=(-2K_us_x,0,2K_du)$,

$$S\dot s_x=-2K_dus_y,\qquad S\dot s_y=2(K_d+K_u)us_x,$$

and therefore

$$S(s_x\dot s_y-s_y\dot s_x)=2u\left[(K_d+K_u)s_x^2+K_ds_y^2\right].$$

The right-hand side keeps the sign of $u$, so the magnet keeps circling the $z$ axis and reaches $s_y=0$ on the far side. Equal energy there means equal $u$, hence $s_x=-\operatorname{sech}n$. A second kick of the same size with opposite electron polarization brings $u$ back to zero and leaves the magnet at rest at $s_x=-1$.

For $K_d/K_u=100$ the threshold is $\tanh n=1/\sqrt{101}$, or $n=0.0998$. Kicks 1.2 times as large have $n=0.1198$ each, in total $0.24N_0$. For the same $m$ and $\eta$ as the disk this is $6.0\times10^4$ electrons.

The ratio 100 is chosen to make the effect plain and does not describe that disk. If its hard axis came from its shape alone, $K_d$ would be about 4 eV and $K_u$ only 0.04 eV, too low a barrier to hold the magnet at room temperature. With $K_u=1$ eV and $K_d=4$ eV, two kicks 1.2 times the threshold take about $1.2N_0$, which is above the axial floor of $0.99N_0$, though still well below the actual axial counts of 2.59 and 4.26. Short kicks also need large currents: at the ratio 100, a kick of 1 ps through the disk means about $4\times10^8\ \text{A/cm}^2$, and the current density falls in inverse proportion to the kick length. How short the kick must be is set by the orbit, whose half period is about 180 ps for $K_d=4$ eV and about 7 ps for $K_d=100$ eV.
 For the ratio 100, numerical integration with kicks far shorter than the orbit ends at $s_x=-1.0000$.

Angular momentum is still conserved. Between the kicks the anisotropy torque takes $s_x$ from $\operatorname{sech}n$ to $-\operatorname{sech}n$. Its share of the total change is $\operatorname{sech}n=0.993$. The electrons merely push the magnet onto an orbit along which the lattice reverses it.

## Comparison

The electron numbers, in units of $N_0=m/(\eta\mu_B)$, are:

| Case | $N/N_0$ |
|---|---|
| Axial, lower bound with phase control | 0.49 |
| Axial, lower bound with dephasing | 0.99 |
| Axial, no damping | 2.59 |
| Axial, damped, $I=2I_c$ | 4.26 |
| Non-axial with $K_d/K_u=100$, no damping, two timed kicks | 0.24 |

In the axial cases listed, the estimate gives the right order, with a logarithm and a damping factor on top. Close to the critical current the count is larger: at $I=I_c$ it is about 45 at zero temperature, and thermal agitation at 300 K lowers it to about 9 for the disk. The last case lies below even the phase-controlled bound, because it violates a premise of that bound.

The other premises can fail too. A field that favours the target direction strongly enough to remove the barrier lets damping reverse the magnet with no current, and thermal agitation can carry it over the barrier unaided. If each transmitted charge brings polarized spins to the layer $\nu$ times, the budget per charge grows by $\nu$ and the bound falls by the same factor. Two questions therefore come before any such estimate: which body supplies the angular momentum along the reversal axis before the barrier is crossed, and how much of it each transmitted charge can deliver.

Numbers in the example were calculated in double precision.
